Phonon displacement one lifetime after a point release

**Question**

I am stuck on an exercise about quasi-ballistic heat conduction. Phonons that all have the same speed v and lifetime τ are released at a point and scatter isotropically. I have to show that one lifetime later their mean-square displacement is 36.8 percent of what diffusion predicts.

My attempt was to count free flights. A flight of duration s covers vs, and s is exponentially distributed, so the mean square length of a flight is 2v²τ². In a time t there are about t/τ collisions, and the directions are independent, so I add the squares:

⟨r²⟩ = (t/τ)(2v²τ²) = 2v²τt.

With D = v²τ/3 this equals 6Dt, the diffusion result, with no reduction at all. I also noticed that 36.8 percent is 1/e, the fraction of phonons that have not scattered after one lifetime. Is that the reason? And does the number mean anything for a real material such as silicon?

**Answer**

Your count works at long times but fails at t = τ, because it uses complete flights. The average of s² over all flights is 2τ², and the part of it that comes from s > τ is

∫_τ^∞ s² e^(−s/τ) ds/τ = 5τ²/e.

This is a share 5/(2e) of the total, more than nine tenths. None of those flights can have been completed by t = τ. A calculation through the velocity correlation handles the cut-off flights correctly.

**Assumptions**

The medium is unbounded. Each energy packet moves at constant speed v and scatters at random instants with constant rate 1/τ, independently of its past. Scattering conserves its energy and gives it a new direction that is uniform over the sphere and independent of the old one. The average ⟨r²⟩ is weighted by energy and taken about the release point. No ħ, electron charge or electron mass enters, so the formulas read the same in atomic units.

**The displacement as a double integral**

The displacement is r(t) = ∫₀ᵗ v(t₁) dt₁, with v(t₁) the velocity vector. Squaring and averaging gives

⟨r²⟩ = ∫₀ᵗ dt₁ ∫₀ᵗ dt₂ ⟨v(t₁)·v(t₂)⟩.

The integrand is unchanged when t₁ and t₂ are exchanged, so the region t₁ > t₂ gives half the integral. Let s = t₁ − t₂ be the lag. If the correlation depends on the lag alone, call it C(s). For a given s, the earlier time t₂ can lie anywhere between 0 and t − s, which gives the weight t − s:

⟨r²⟩ = 2 ∫₀ᵗ (t − s) C(s) ds.

**The velocity correlation**

Take a packet with velocity u at time t₂ and look again after a time s. There are two possibilities.

1. It has not scattered. The probability is e^(−s/τ), the velocity is still u, and the product is u·u = v².
2. It has scattered at least once. Its direction was then drawn uniformly and independently of u, so the product averages to zero.

Therefore

C(s) = v² e^(−s/τ).

This depends on s alone, as required, and the argument holds for every u. The initial directions therefore do not matter: phonons all released along one axis have the same ⟨r²⟩ about the release point as phonons released isotropically. The centre of such a beam does move, so its spread about its own centre is a different quantity.

**The integral**

Integrate by parts, differentiating t − s and integrating the exponential:

∫₀ᵗ (t − s) e^(−s/τ) ds = [−τ(t − s)e^(−s/τ)]₀ᵗ − τ ∫₀ᵗ e^(−s/τ) ds.

The bracket vanishes at s = t and contributes +τt from s = 0. The last integral is τ(1 − e^(−t/τ)). Hence

∫₀ᵗ (t − s) e^(−s/τ) ds = τt − τ²(1 − e^(−t/τ)),

and, multiplying by 2v²,

⟨r²⟩ = 2v²τ² (t/τ − 1 + e^(−t/τ)).

For t much shorter than τ, expand e^(−x) = 1 − x + x²/2 − … with x = t/τ. The constant and linear terms cancel and leave ⟨r²⟩ ≈ v²t², which is ballistic flight. For t much longer than τ the exponential disappears and ⟨r²⟩ ≈ 2v²τ(t − τ). Your flight count gives the leading term of this expression.

**What diffusion predicts**

The diffusivity should come from the same phonons. Let f(n) be the energy density per unit solid angle moving along the unit vector n, and let u now denote the total energy density, u = ∫ f dΩ. In a steady state the Boltzmann equation is

v n·∇f = (u/4π − f)/τ.

The right side says that packets leave direction n at rate 1/τ and are returned uniformly over the sphere. Solve for f and, for a weak gradient, replace f by u/4π in the small gradient term:

f ≈ u/4π − (vτ/4π) n·∇u.

The energy flux is q = ∫ v n f dΩ. The isotropic part of f gives zero. For the rest, use ∫ nᵢnⱼ dΩ = (4π/3)δᵢⱼ:

q = −(v²τ/3) ∇u, so D = v²τ/3.

Energy conservation, ∂u/∂t = −∇·q, then gives ∂u/∂t = D∇²u. Multiply by r² and integrate over space, with the total energy set to one. Two integrations by parts move the Laplacian onto r²; the surface terms vanish because u falls off rapidly. Since ∇²r² = 6,

d⟨r²⟩/dt = D ∫ r² ∇²u d³r = D ∫ u ∇²r² d³r = 6D.

For a point release ⟨r²⟩ starts from zero, so diffusion predicts

⟨r²⟩_diff = 6Dt = 2v²τt.

**The ratio**

Divide the two results, with x = t/τ:

R(x) = (x − 1 + e^(−x))/x = 1 − (1 − e^(−x))/x.

At one lifetime x = 1, the terms x − 1 cancel, and

R(1) = e^(−1) = 0.368,

which is the 36.8 percent you were asked for.

**Is it the unscattered fraction?**

The two numbers agree at t = τ, but R is not the survival probability. Setting R(x) = e^(−x) and multiplying by x gives

x − 1 + e^(−x) − x e^(−x) = (x − 1)(1 − e^(−x)) = 0.

For x > 0 the second factor is positive, so x = 1 is the only solution. At 10 lifetimes, for example, R is 0.900 while hardly any phonon remains unscattered.

The unscattered phonons do matter. Their number is e^(−t/τ) and each has gone a distance vt, so they contribute v²t²e^(−t/τ) to ⟨r²⟩. At t = τ this is v²τ²/e, while the total is 2v²τ²/e. Thus 36.8 percent of the phonons supply half of the mean-square displacement, and the scattered majority supplies the other half.

**Why diffusion overshoots**

No phonon can be farther away than vt, so ⟨r²⟩ ≤ v²t². Dividing by 2v²τt gives

R ≤ t/(2τ).

At one lifetime the ratio therefore cannot exceed 1/2 in this model. Scattering lowers it from this ceiling to 0.368.

The diffusion profile ignores the front at r = vt. It is the Gaussian (4πDt)^(−3/2) e^(−r²/4Dt). With y = r/√(4Dt), the fraction of energy that it places beyond the front is

F = (4/√π) ∫_b^∞ y² e^(−y²) dy, where b² = v²t/(4D) = 3t/(4τ).

Integrating by parts, with y as one factor and y e^(−y²) as the other, gives

F = erfc(b) + (2b/√π) e^(−b²).

At t = τ this is 68.2 percent. Diffusion thus puts about two thirds of the energy where no phonon of this model can yet be.

**How the error fades**

Differentiating ⟨r²⟩ gives

d⟨r²⟩/dt = 2v²τ(1 − e^(−t/τ)).

At t = τ the growth rate is already 63.2 percent of the diffusive rate 6D. The displacement lags further behind because it carries the slower growth of all earlier times. The shortfall is

6Dt − ⟨r²⟩ = 2v²τ²(1 − e^(−t/τ)).

It rises towards the limit 2v²τ² and has covered 95 percent of the way after three lifetimes. Diffusion becomes relatively accurate because 6Dt grows, while the absolute gap never closes. At late times R ≈ 1 − τ/t: 0.90 at 10 lifetimes and 0.99 at 100.

**Numbers in the regime of silicon**

Take v = 6 nm/ps and τ = 7 ps, rough values for a gray model of silicon at 300 K. Then

vτ = 6 × 7 = 42 nm,
D = 6² × 7/3 = 84 nm²/ps.

At t = 7 ps,

⟨r²⟩_diff = 6 × 84 × 7 = 3528 nm²,
⟨r²⟩ = 3528 × 0.3679 ≈ 1300 nm².

The root-mean-square displacements are 59 nm from diffusion and 36 nm (360 Å) from the phonon model. Their ratio is √0.368 = 0.61, so the error looks milder when quoted as a distance. The ratio R reaches 0.9 after 70 ps.

As a separate test, random flights were followed packet by packet with these values of v and τ. They gave R = 0.3676 with a standard error of 0.0003, in agreement with 1/e. Releasing every packet along one axis gave 0.368 as well.

**When the lifetimes differ**

Real phonons have a wide range of lifetimes. Keep one speed, but let mode i have lifetime τᵢ and a share cᵢ of the heat capacity, with Σcᵢ = 1. A small temperature rise at the release point fills the modes in proportion to cᵢ. Let scattering re-emit energy isotropically with weights proportional to cᵢ/τᵢ. Each mode loses energy in the same proportion, so the shares cᵢ persist. The correlation argument then applies mode by mode:

C(s) = v² Σ cᵢ e^(−s/τᵢ),

⟨r²⟩ = 2v² Σ cᵢ G(τᵢ), where G(τ) = τt − τ² + τ²e^(−t/τ).

The long-time slope gives D = v²τ̄/3, with τ̄ = Σcᵢτᵢ. To see the effect of a spread at fixed τ̄, differentiate G twice with respect to τ at fixed t. With x = t/τ,

G′ = t − 2τ + 2τe^(−x) + t e^(−x),

G″ = −2 + (2 + 2x + x²)e^(−x).

Since e^x > 1 + x + x²/2 for x > 0, G″ is negative. The average of a concave function lies below its value at the average, so within this model a spread of lifetimes lowers the ratio. Long-lived modes add to D in full proportion to their lifetime, but by time t they cannot have gone farther than vt.

For a Debye spectrum with a Debye temperature of about 650 K, at 300 K, with lifetimes proportional to 1/ω² and τ̄ held at 7 ps, the ratio at 7 ps is 0.30. That is about 18 percent below the gray value.

**When scattering is not isotropic**

Suppose scattering is symmetric about the old direction but keeps a mean cosine g. Each event multiplies the mean velocity by g. Averaging gⁿ over the Poisson number n of events in a time s gives

e^(−s/τ) Σ (gs/τ)ⁿ/n! = e^(−(1−g)s/τ).

The correlation time is now τ/(1 − g), and D grows by the same factor. So R must be evaluated at x = (1 − g)t/τ. For an illustrative g = 0.3, one lifetime means x = 0.7 and R = 0.28. If you wait for one correlation time instead, you recover 0.368. The word "isotropically" in your exercise therefore matters: it sets g = 0, which is what the number requires.

**How this compares with real silicon**

With a heat capacity of about 1.7 J/(cm³ K), the conductivity CD is about 140 W/(m K), close to the rough 150 W/(m K) of pure bulk silicon near room temperature. That agreement supports the product v²τ, not the two factors separately. A single free path of 42 nm is well below the free paths of many long-wavelength phonons that carry heat in silicon, so the gray assumption is the weakest one for the bulk crystal. The Debye estimate moves the ratio from 0.37 to 0.30, but it shows only the direction of the correction, because its free paths stay short: half of its conductivity comes from paths below about 60 nm. A longer τ̄ alone would not mend this. With one speed for the whole heat capacity, the conductivity fixes τ̄, and stretching that median path to 0.5 μm would make CD about eight times too large. In silicon much of the heat capacity sits in slow modes, which leaves the fast modes with much longer lifetimes at the same conductivity. Calculations for silicon near room temperature assign roughly half of the conductivity to free paths above about 0.5 μm. For a path Λ = vτ the ceiling R ≤ t/(2τ) reads R ≤ vt/(2Λ), which at 7 ps and Λ = 0.5 μm is 42/1000, or about 4 percent, for v = 6 nm/ps, and about 6 percent for longitudinal phonons near 9 nm/ps. That half of the diffusive spreading is then almost absent, and the ratio in real silicon at 7 ps can be far below 0.30. The 36.8 percent is a property of the gray model, not a prediction for silicon.

Other conditions of use are easier to size:

- **Temperature.** If the lifetime varies as 1/T at fixed speed, it is 5.25 ps at 400 K. The ratio after one such lifetime is still 0.368, but at a fixed 7 ps it rises to 0.45.
- **Source size.** A source of finite size adds its own mean-square radius to ⟨r²⟩ when the flight directions are isotropic. One thermal wavelength, hv/(k_BT) = 0.96 nm, adds 0.07 percent. A heater with an rms radius of 36 nm would double ⟨r²⟩, so its contribution must be subtracted before the comparison.
- **Heating.** The model assumes that the lifetime is unaffected by the released heat. For 1 eV, the mean rise is about 26 K in a sphere of radius 0.96 nm and 0.5 mK in one of radius 36 nm. The rise is proportional to the energy, so a much stronger pulse would violate the assumption near the source.
- **Boundaries.** Up to t = τ the result needs every surface to be at least 42 nm from the source. A film or fin thinner than 84 nm always breaks this condition, because the source cannot then be 42 nm from both surfaces. If the surfaces of a flat film reflect like mirrors, the in-plane velocity is untouched, and for an isotropic release the in-plane displacement still has the ratio 0.368 to its own diffusion value 4Dt. Rough surfaces randomize the in-plane direction too, and then the formula no longer applies.

The full set of values is in the numerical output below.

Values computed for the example and the checks

```
speed (rough input): 6.0 nm/ps
lifetime (rough input): 7.0 ps
heat capacity (rough input): 1.66 J/(cm^3 K)
Debye temperature (rough input): 645 K
temperature: 300 K
mean free path = front distance at one lifetime: 42.0 nm
diffusivity: 84.0 nm^2/ps
thermal conductivity: 139 W/(m K)
mean-square displacement, Boltzmann: 1297.9 nm^2
mean-square displacement, diffusion: 3528.0 nm^2
ratio at one lifetime: 0.367879 (no unit)
ratio at one lifetime: 36.8 percent
ratio from random flights: 0.3676 (no unit)
standard error of that ratio: 0.0003 (no unit)
ratio, all released in one direction: 0.3682 (no unit)
rms displacement, Boltzmann: 36.03 nm
the same in angstrom: 360.3 angstrom
rms displacement, diffusion: 59.40 nm
ratio of rms displacements: 0.6065 (no unit)
unscattered fraction, random flights: 0.3675 (no unit)
their share of mean square, flights: 0.4999 (no unit)
growth rate over diffusive rate: 0.6321 (no unit)
diffusion energy beyond the front: 68.2 percent
late-time deficit in mean square: 3528.0 nm^2
ratio at 0.1 lifetimes: 0.0484 (no unit)
ratio at 10 lifetimes: 0.9000 (no unit)
ratio at 100 lifetimes: 0.9900 (no unit)
time for ratio 0.9: 70.0 ps
ratio with Debye spectrum: 0.3024 (no unit)
shortest lifetime in that spectrum: 2.11 ps
mean cosine, illustrative: 0.3 (no unit)
ratio with that forward scattering: 0.2808 (no unit)
hot operating temperature: 400 K
lifetime when hot, as 1/T: 5.25 ps
ratio when hot, at 7.0 ps: 0.4477 (no unit)
thermal wavelength h v/(k T): 0.96 nm
mean-square change, source that size: 0.071 percent
released energy: 1.0 eV
mean heating in sphere of wavelength radius: 26.1 K
mean heating in sphere of rms radius: 0.49 mK
```
